# The G = 0 Energy of Gaussian-Expanded Effective Core Potentials in Periodic Cells: test program

```python
"""
Result under test (Rydberg units, e^2 = 2, lengths in bohr):
a neutral periodic cell of volume Omega with N electrons has the G = 0 energy
    E0 = (N/Omega) * sum_atoms alpha,   alpha = integral d^3r [v(r) + 2Z/r],
and for v(r) = -2Z/r + sum_k A_k r^(n_k-2) exp(-beta_k r^2)
    alpha = 2 pi sum_k A_k Gamma((n_k+1)/2) / beta_k^((n_k+1)/2).
Z: valence charge of the ion; s(r) = v(r) + 2Z/r: short-range part.
E0 accompanies Hartree and electron-ion sums without G = 0 and the Ewald
ion energy with neutralizing background. Its pressure is E0/Omega and its
bulk-modulus contribution is 2 E0/Omega.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc, gamma
from pyscf import gto

pi = np.pi


def alpha_term(n, A, beta):
    """Closed form for one Gaussian term A r^(n-2) exp(-beta r^2)."""
    return 2 * pi * A * gamma((n + 1) / 2) / beta ** ((n + 1) / 2)


# ---- closed forms against radial quadrature, one power at a time
for n in range(5):
    numeric = quad(lambda r: 4 * pi * 1.7 * r**n * np.exp(-0.9 * r * r),
                   0, np.inf)[0]
    assert abs(numeric - alpha_term(n, 1.7, 0.9)) < 1e-7
Z_model, a_model = 4.0, 1.5
erf_numeric = quad(lambda r: 8 * pi * Z_model * r * erfc(np.sqrt(a_model) * r),
                   0, np.inf)[0]
erf_closed = 2 * pi * Z_model / a_model
assert abs(erf_numeric - erf_closed) < 1e-7

# ---- Ge effective core potential from the PySCF library
ecp_name, ecp_data = None, None
for candidate in ("bfd", "ccecp"):
    try:
        ecp_data = gto.basis.load_ecp(candidate, "Ge")
    except Exception:
        continue
    if ecp_data:
        ecp_name = candidate
        break
assert ecp_name is not None
g_exponent = 0.8
mol = gto.M(atom="Ge 0 0 0", basis={"Ge": [[4, [g_exponent, 1.0]]]},
            ecp={"Ge": ecp_data}, spin=0, verbose=0)
Z = float(mol.atom_charges()[0])
local_block = [block for block in ecp_data[1] if block[0] == -1][0]
# library coefficients are in hartree; factor 2 converts to Ry
terms = [(n, 2 * float(pair[1]), float(pair[0]))
         for n, group in enumerate(local_block[1]) for pair in group]


def short_range(r):
    return sum(A * r ** (n - 2.0) * np.exp(-b * r * r) for n, A, b in terms)


# radial Gauss-Legendre grid, long enough for all short-range functions
nodes, weights = np.polynomial.legendre.leggauss(300)
r_max = 9.0
r = 0.5 * r_max * (nodes + 1)
w = 0.5 * r_max * weights
s_r = short_range(r)

# a g function sees only the local part: compare with PySCF's own integral
g_radial2 = r**8 * np.exp(-2 * g_exponent * r * r)
g_local = np.sum(w * r**2 * g_radial2 * s_r) / np.sum(w * r**2 * g_radial2)
g_pyscf = 2 * mol.intor("ECPscalar")[0, 0]
assert max(l for l, _ in ecp_data[1]) < 4
assert abs(g_local - g_pyscf) < 1e-6

alpha = sum(alpha_term(*t) for t in terms)
alpha_numeric = np.sum(w * 4 * pi * r**2 * s_r)
assert abs(alpha - alpha_numeric) < 1e-7

# ---- diamond lattice, two ions and 2Z electrons per primitive cell
N = 2 * Z
test_exponent = 4.0      # Gaussian test density of each neutral pseudo-atom


def distances(a, m):
    """Distances from an ion to its own and to the other sublattice."""
    i = np.arange(-m, m + 1)
    cells = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    R = cells @ (0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]))
    same = np.linalg.norm(R, axis=1)
    other = np.linalg.norm(R + a / 4, axis=1)
    return same[same > 1e-8], other


def nonzero_G_energies(volume, eta=1.0, G_max=20.0):
    """Hartree and electron-ion sums without G = 0, and Ewald ion energy."""
    a = (4 * volume) ** (1 / 3)
    m = int(G_max * a / (2 * pi)) + 1
    i = np.arange(-m, m + 1)
    h, k, l = [x.ravel() for x in np.meshgrid(i, i, i, indexing="ij")]
    h2 = h * h + k * k + l * l
    keep = ((h - k) % 2 == 0) & ((k - l) % 2 == 0) & (h2 > 0)
    keep &= h2 <= (G_max * a / (2 * pi)) ** 2
    structure2 = 2 + 2 * np.cos(pi * (h + k + l)[keep] / 2)
    shells, index = np.unique(h2[keep], return_inverse=True)
    S2 = np.bincount(index.ravel(), weights=structure2)
    G = 2 * pi / a * np.sqrt(shells)
    # transform of the short-range part by quadrature, not by closed form
    s_G = (np.sin(np.outer(G, r)) @ (w * 4 * pi * r * s_r)) / G
    density = Z * np.exp(-G**2 / (4 * test_exponent))
    hartree = 4 * pi / volume * np.sum(S2 * density**2 / G**2)
    elec_ion = np.sum(S2 * density * (-8 * pi * Z / G**2 + s_G)) / volume
    same, other = distances(a, 4)
    real = 2 * np.sum(erfc(eta * same) / same)
    real += 2 * np.sum(erfc(eta * other) / other)
    recip = 4 * pi / volume * np.sum(S2 * np.exp(-G**2 / (4 * eta**2)) / G**2)
    ewald = Z**2 * (real + recip - 4 * eta / np.sqrt(pi))
    ewald -= pi * (2 * Z) ** 2 / (eta**2 * volume)
    return hartree, elec_ion, ewald


# ---- isolated neutral pseudo-atom, entirely in real space
n_r = Z * (test_exponent / pi) ** 1.5 * np.exp(-test_exponent * r * r)
hartree_potential = 2 * Z * erf(np.sqrt(test_exponent) * r) / r
atom_energy = np.sum(w * 4 * pi * r**2 * n_r
                     * (0.5 * hartree_potential - 2 * Z / r + s_r))

# ---- non-overlapping neutral atoms: total must not depend on volume
table = []
for a in (10.2, 10.7, 11.2):
    volume = a**3 / 4
    parts = nonzero_G_energies(volume)
    E0 = N * 2 * alpha / volume
    total = sum(parts) + E0
    assert abs(total - 2 * atom_energy) < 1e-5
    assert abs(E0) > 1e-2          # so the check would notice its absence
    table.append((a, volume, parts, E0, total))

a_ref, volume_ref, parts_ref, E0_ref, total_ref = table[1]
assert abs(nonzero_G_energies(volume_ref, eta=0.8)[2] - parts_ref[2]) < 1e-8

# ---- volume derivatives: the other terms must cancel those of E0
step = 6.0
E_minus, E_mid, E_plus = [sum(nonzero_G_energies(volume_ref + d))
                          for d in (-step, 0.0, step)]
pressure = E0_ref / volume_ref
bulk = 2 * E0_ref / volume_ref
pressure_fd = (E_plus - E_minus) / (2 * step)
bulk_fd = -volume_ref * (E_plus - 2 * E_mid + E_minus) / step**2
# relative truncation error of both differences is about (step/volume)^2
assert abs(pressure_fd / pressure - 1) < 2e-3
assert abs(bulk_fd / bulk - 1) < 3e-3

# ---- screened ion lattice: subtract the divergence, extrapolate to mu = 0
same, other = distances(a_ref, 25)
mus = np.array([0.20, 0.25, 0.30, 0.35])
screened = []
for mu in mus:
    lattice_sum = 2 * Z**2 * (np.sum(np.exp(-mu * same) / same)
                              + np.sum(np.exp(-mu * other) / other))
    divergence = 4 * pi * (2 * Z) ** 2 / (mu**2 * volume_ref)
    screened.append(lattice_sum - divergence - mu * 2 * Z**2)
x = mus**2
ewald_limit = sum(screened[i] * np.prod([x[j] / (x[j] - x[i])
                                        for j in range(4) if j != i])
                  for i in range(4))
# cubic extrapolation in mu^2 leaves an error of a few 1e-4 Ry
assert abs(ewald_limit - parts_ref[2]) < 2e-3

# ---- output
rydberg_J = const.physical_constants["Rydberg constant times hc in J"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
to_GPa = rydberg_J / bohr_m**3 / 1e9
to_eV = rydberg_J / const.e
print(f"Ge potential (PySCF library name): {ecp_name}")
print(f"valence charge Z = {Z:.0f}; electrons per cell N = {N:.0f}")
print("local terms A r^(n-2) exp(-beta r^2), A in Ry bohr^(2-n):")
for n, A, b in terms:
    print(f" n={n} A={A:.6f} beta={b:.6f} bohr^-2"
          f" alpha part={alpha_term(n, A, b):.6f} Ry bohr^3")
print(f"alpha, closed form  = {alpha:.8f} Ry bohr^3")
print(f"alpha, quadrature   = {alpha_numeric:.8f} Ry bohr^3")
print(f"g-function local integral: own {g_local:.8f}, PySCF {g_pyscf:.8f} Ry")
print(f"erf tail model: Z={Z_model:.0f}, a={a_model} bohr^-2")
print(f" closed {erf_closed:.6f}, quadrature {erf_numeric:.6f} Ry bohr^3")
print(f"test density exponent = {test_exponent} bohr^-2")
print(f"two isolated pseudo-atoms: {2 * atom_energy:.7f} Ry")
for a, volume, parts, E0, total in table:
    print(f"lattice constant a = {a} bohr, volume = {volume:.4f} bohr^3")
    print(f" Hartree (G not 0)      = {parts[0]:.7f} Ry")
    print(f" electron-ion (G not 0) = {parts[1]:.7f} Ry")
    print(f" Ewald ion-ion          = {parts[2]:.7f} Ry")
    print(f" sum without E0         = {sum(parts):.7f} Ry")
    print(f" E0                     = {E0:.7f} Ry")
    print(f" total                  = {total:.7f} Ry")
print(f"at a = {a_ref} bohr: E0 = {E0_ref * to_eV:.4f} eV per cell")
print(f" level shift 2 alpha/volume = {2 * alpha / volume_ref:.6f} Ry")
print(f" E0 pressure = {pressure:.4e} Ry/bohr^3 = {pressure * to_GPa:.3f} GPa")
print(f" from differences of other terms = {pressure_fd:.4e} Ry/bohr^3")
print(f" E0 bulk modulus part = {bulk:.4e} Ry/bohr^3 = {bulk * to_GPa:.3f} GPa")
print(f" from differences of other terms = {bulk_fd:.4e} Ry/bohr^3")
print(f"volume step of the differences = {step} bohr^3")
print(f"screened ion sum, mu to 0: {ewald_limit:.5f} Ry;"
      f" Ewald: {parts_ref[2]:.5f} Ry")
print("done: every assertion held")
```

Printed output:

```
Ge potential (PySCF library name): bfd
valence charge Z = 4; electrons per cell N = 8
local terms A r^(n-2) exp(-beta r^2), A in Ry bohr^(2-n):
 n=1 A=8.000000 beta=1.884923 bohr^-2 alpha part=26.667124 Ry bohr^3
 n=2 A=-26.272452 beta=1.980084 bohr^-2 alpha part=-52.504933 Ry bohr^3
 n=3 A=15.079386 beta=9.981373 bohr^-2 alpha part=0.951005 Ry bohr^3
alpha, closed form  = -24.88680401 Ry bohr^3
alpha, quadrature   = -24.88680401 Ry bohr^3
g-function local integral: own -0.21830299, PySCF -0.21830299 Ry
erf tail model: Z=4, a=1.5 bohr^-2
 closed 16.755161, quadrature 16.755161 Ry bohr^3
test density exponent = 4.0 bohr^-2
two isolated pseudo-atoms: -104.6051842 Ry
lattice constant a = 10.2 bohr, volume = 265.3020 bohr^3
 Hartree (G not 0)      = 34.5437836 Ry
 electron-ion (G not 0) = -120.7483202 Ry
 Ewald ion-ion          = -16.8997586 Ry
 sum without E0         = -103.1042951 Ry
 E0                     = -1.5008890 Ry
 total                  = -104.6051842 Ry
lattice constant a = 10.7 bohr, volume = 306.2607 bohr^3
 Hartree (G not 0)      = 35.2828145 Ry
 electron-ion (G not 0) = -122.4777856 Ry
 Ewald ion-ion          = -16.1100502 Ry
 sum without E0         = -103.3050213 Ry
 E0                     = -1.3001629 Ry
 total                  = -104.6051842 Ry
lattice constant a = 11.2 bohr, volume = 351.2320 bohr^3
 Hartree (G not 0)      = 35.9599842 Ry
 electron-ion (G not 0) = -124.0406249 Ry
 Ewald ion-ion          = -15.3908516 Ry
 sum without E0         = -103.4714923 Ry
 E0                     = -1.1336919 Ry
 total                  = -104.6051842 Ry
at a = 10.7 bohr: E0 = -17.6896 eV per cell
 level shift 2 alpha/volume = -0.162520 Ry
 E0 pressure = -4.2453e-03 Ry/bohr^3 = -62.450 GPa
 from differences of other terms = -4.2469e-03 Ry/bohr^3
 E0 bulk modulus part = -8.4906e-03 Ry/bohr^3 = -124.900 GPa
 from differences of other terms = -8.4938e-03 Ry/bohr^3
volume step of the differences = 6.0 bohr^3
screened ion sum, mu to 0: -16.11024 Ry; Ewald: -16.11005 Ry
done: every assertion held
```
